\section*{Why oscillator strengths in a one-electron atom are not probabilities}

\section*{Whether an oscillator strength is a probability}

\noindent\textit{Q.} The oscillator strengths out of a level add up to one. I read each as the probability that the excited electron goes to that final level, so each must lie between 0 and 1. Is anything wrong with that?

\noindent\textit{A.} The sum is right and the reading is not. Take one electron with $H=p^2/2-1/r$ in Hartree atomic units, with infinite nuclear mass and without spin or relativity, so $E_n=-1/(2n^2)$. The strength from level $nl$ to level $n'l'$, averaged over initial and summed over final sublevels, is
\begin{equation}
f(nl\to n'l')=\frac{2\omega}{2l+1}\sum_{m,m'}|\langle n'l'm'|z|nlm\rangle|^2,\qquad \omega=E_{n'}-E_n .
\end{equation}
The squared matrix element cannot be negative, but $\omega$ carries its sign, so $f<0$ for a downward transition that the dipole operator allows, and $f=0$ for one it forbids, such as $3d\to1s$. Exchanging the two levels leaves the double sum unchanged and reverses $\omega$:
\begin{equation}
(2l+1)f(nl\to n'l')=-(2l'+1)f(n'l'\to nl).
\label{recip}
\end{equation}

\noindent\textit{Q.} How is the sum over $m$ done?

\noindent\textit{A.} Write $\psi=r^{-1}u_{nl}(r)Y_{lm}$ and $z=r\cos\theta$. Since $z$ does not depend on the azimuth, $m'=m$. With $x=\cos\theta$, the Legendre recurrence $(2l+1)xP_l^m=(l-m+1)P_{l+1}^m+(l+m)P_{l-1}^m$ allows only $l'=l\pm1$. The norm is $\int (P_l^m)^2dx=\frac{2}{2l+1}\frac{(l+m)!}{(l-m)!}$, and the squared matrix element is the squared coefficient times the ratio of norms:
\begin{align}
\langle l{+}1,m|\cos\theta|lm\rangle^2&=\frac{(l-m+1)^2}{(2l+1)^2}\,\frac{2l+1}{2l+3}\,\frac{l+1+m}{l+1-m}\nonumber\\
&=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)} .
\end{align}
With $\sum_m m^2=l(l+1)(2l+1)/3$, the numerators add to $(2l+1)(l+1)[(l+1)-l/3]=(2l+1)(l+1)(2l+3)/3$, so the sum over $m$ is $(l+1)/3$. The matrix element is symmetric in the two states, so for either direction the sum is $l_>/3$ with $l_>=\max(l,l')$, and
\begin{equation}
f=\frac23\,\omega\,\frac{l_>}{2l+1}\,D^2,\qquad D=\int_0^\infty u_{n'l'}\,r\,u_{nl}\,dr .
\label{frad}
\end{equation}
For nuclear charge $Z$, lengths scale as $1/Z$ and energies as $Z^2$, so $\omega D^2$ and $f$ do not depend on $Z$.

\section*{The sum rule}

\noindent\textit{Q.} If some terms are negative, is the sum still one?

\noindent\textit{A.} It is one only when they are included. Let $H_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac1r$ and $H_lu=Eu$, with $u$ real and normalized. The eigenfunctions of $H_{l'}$, bound and continuum together, are complete on the half line, and $ru\sim r^{l+2}$ vanishes at the origin as the domain of $H_{l'}$ requires. Closure gives
\begin{equation}
\sum_{n'}\omega D^2=\langle ru|H_{l'}-E|ru\rangle ,
\end{equation}
where the sum includes the continuum integral. Split $H_{l'}=H_l+[l'(l'+1)-l(l+1)]/(2r^2)$. The second piece gives $\frac12[l'(l'+1)-l(l+1)]$, because $r^2$ cancels and $\int u^2dr=1$. For the first, $(ru)''=ru''+2u'$, so $(H_l-E)(ru)=r(H_l-E)u-u'=-u'$, and
\begin{equation}
-\int_0^\infty ru\,u'\,dr=-\frac12\big[ru^2\big]_0^\infty+\frac12\int_0^\infty u^2dr=\frac12 .
\end{equation}
For $l'=l+1$ the centrifugal piece is $l+1$ and the total is $(2l+3)/2$. For $l'=l-1$ it is $-l$ and the total is $-(2l-1)/2$. Inserting these in (\ref{frad}),
\begin{equation}
S_+=\frac{(l+1)(2l+3)}{3(2l+1)},\qquad S_-=-\frac{l(2l-1)}{3(2l+1)} .
\end{equation}
The numerators add to $2l^2+5l+3-2l^2+l=3(2l+1)$, so $S_++S_-=1$, the Thomas--Reiche--Kuhn rule. For a $d$ level $S_+=7/5$ and $S_-=-2/5$. The form of the potential never entered, so this holds for any local central potential with these boundary properties. Two steps use locality. The split of $H_{l'}$ needs the same potential in both channels; an $l$-dependent (semilocal) potential adds $\langle ru|V_{l'}-V_l|ru\rangle$ there. The step $(H_l-E)(ru)=-u'$ needs a potential that commutes with $r$; for a potential nonlocal in $r$, or one of second or higher order in the radial momentum, an extra term appears there. In these cases the sum in general differs from one.

\noindent\textit{Q.} Yet from $1s$ everything behaves as I said.

\noindent\textit{A.} There no level lies lower, every term is non-negative, and non-negative terms adding to one each lie between 0 and 1. The level $2p$ takes $0.416$, all bound levels together $0.565$, the continuum $0.435$. The same argument covers $2s$ in this model, since its dipole partners are $p$ levels and the lowest of them, $2p$, is degenerate with it. Once a lower level can be reached, the upward terms add to more than one and the argument gives no bound of 1 on a single term.

\section*{A single strength above one}

\noindent\textit{Q.} A channel total of $7/5$ could be spread over many small terms. Does any one transition exceed 1?

\noindent\textit{A.} Take $l=n-1$ and $u=N_nr^ne^{-r/n}$. Then $u''=[n(n-1)/r^2-2/r+1/n^2]u$, which gives $H_{n-1}u=-u/(2n^2)$ as required. From $\int_0^\infty r^pe^{-ar}dr=p!/a^{p+1}$ the norm is $N_n^2=(2/n)^{2n+1}/(2n)!$. For the step to $(n+1,\,l'=n)$ the power of $r$ is $n+(n+1)+1=2n+2$ and $a=1/n+1/(n+1)=(2n+1)/[n(n+1)]$, so
\begin{align}
D^2&=\Big(\frac2n\Big)^{2n+1}\Big(\frac{2}{n+1}\Big)^{2n+3}\frac{[(2n+2)!]^2}{(2n)!\,(2n+2)!}\Big[\frac{n(n+1)}{2n+1}\Big]^{4n+6}\nonumber\\
&=2^{4n+5}\,\frac{n^{2n+5}(n+1)^{2n+4}}{(2n+1)^{4n+5}},
\end{align}
using $(2n+2)!/(2n)!=2(n+1)(2n+1)$. With $\omega=(2n+1)/[2n^2(n+1)^2]$ and $l_>/(2l+1)=n/(2n-1)$,
\begin{equation}
f_n=\frac{2^{4n+5}}{3}\,\frac{n^{2n+4}(n+1)^{2n+2}}{(2n-1)(2n+1)^{4n+4}} .
\end{equation}
Collect $2^{4n+4}n^{2n+2}(n+1)^{2n+2}=[4n(n+1)]^{2n+2}$ and use $4n(n+1)=(2n+1)^2-1$:
\begin{equation}
f_n=\frac{2n^2}{3(2n-1)}\Big[1-\frac{1}{(2n+1)^2}\Big]^{2n+2}.
\label{fn}
\end{equation}
For $3d\to4f$, $n=3$ and $f=\frac65\left(\frac{48}{49}\right)^8=1.2\times0.847932=1.0175$. From (\ref{frad}) directly, $\omega=1/18-1/32=0.0243056$ hartree ($0.66139$ eV, or $1874.6$ nm for infinite nuclear mass), $D=10.23030$ bohr, and $\frac23\times0.0243056\times0.6\times104.6591=1.0175$. The finite proton mass lowers $\omega$ and raises $D$ by about one part in $1836$ each, so $D^2$ rises by twice that fraction and the wavelength becomes $1875.6$ nm. The strength becomes $1.0181$ if it is defined with the electron mass and stays $1.0175$ if it is defined with the reduced mass. Either way $1.018$ is the figure to keep for the real atom; further digits below belong to the model.

\noindent\textit{Q.} What pays for the excess?

\noindent\textit{A.} The step down to $2p$: $\frac23\times(-0.0694444)\times0.4\times22.5434=-0.4175$, which by (\ref{recip}) is also $-\frac35\times0.695785$. In the same way $f(4f\to3d)=-\frac57\times1.017519=-0.7268$. The full account from $3d$ is as follows; the column $w$ is defined further on.
\begin{center}
\begin{tabular}{lrr}
final state & $f$ & $w$\\
$4f$ & $+1.017519$ & 0.498377\\
$5f$ & $+0.156639$ & 0.052446\\
$6f$ & $+0.053891$ & 0.015397\\
$nf$, $n\ge7$ & $+0.078192$ & 0.019088\\
continuum $f$ & $+0.093760$ & 0.014692\\
$2p$ & $-0.417471$ & 0.071566\\
$3p$ & $0$ & 0.321429\\
$4p$ & $+0.010992$ & 0.005384\\
$np$, $n\ge5$ & $+0.004398$ & 0.001308\\
continuum $p$ & $+0.002081$ & 0.000313
\end{tabular}
\end{center}
The $f$ channel adds to $1.400000$, the $p$ channel to $-0.400000$, and the upward terms alone to $1.417471=1+0.417471$. The entries use Coulomb functions of the form $r^{l'+1}e^{-br}M(A;2l'+2;2br)$, where $M$ is the confluent hypergeometric series, with $b=1/n'$, $A=l'+1-n'$ for bound states and $b=ik$, $A=l'+1+i/k$ for energy-normalized continuum states of energy $k^2/2$. Integrating the series term by term against $r^{n+1}e^{-r/n}$ gives $\Gamma(s)\,a^{-s}\,{}_2F_1(A,s;2l'+2;2b/a)$ with $s=n+l'+3$ and $a=1/n+b$, continued analytically where the series diverges. The numerical check tests that form against direct quadrature, and tests the summed strengths from $1s$, $2p$, $3d$ and $4f$ against $S_\pm$.

\section*{Growth with $n$}

\noindent\textit{Q.} Then $1.018$ is a marginal accident, and some slightly larger ceiling holds?

\noindent\textit{A.} There is no ceiling. Put $x=2n+1$. Bernoulli's inequality $(1-y)^p\ge1-py$, valid for $y\le1$ and $p\ge1$, gives the bracket in (\ref{fn}) the lower bound $1-(x+1)/x^2=(4n^2+2n-1)/(2n+1)^2$. Hence
\begin{equation}
\frac{f_n}{n/3}\ge\frac{2n(4n^2+2n-1)}{(2n-1)(2n+1)^2}=\frac{8n^3+4n^2-2n}{8n^3+4n^2-2n-1}>1 .
\end{equation}
The bracket is also below 1, and the prefactor equals $\frac n3+\frac16+\frac{1}{6(2n-1)}\le\frac n3+\frac13$. So $n/3<f_n<n/3+1/3$, which makes $f_n>1$ for every $n\ge3$ and $f_n<1$ for $n=1,2$.

The growth is linear only asymptotically. The logarithm of the bracket is $(x+1)\ln(1-x^{-2})=-x^{-1}-x^{-2}+O(x^{-3})$, whose exponential is $1-x^{-1}-\frac12x^{-2}+O(x^{-3})$. With $x^{-1}=\frac1{2n}-\frac1{4n^2}+O(n^{-3})$ and $\frac12x^{-2}=\frac1{8n^2}+O(n^{-3})$ this is $1-\frac1{2n}+\frac1{8n^2}+O(n^{-3})$. Multiplying by $\frac{n^2}{2n-1}=\frac n2+\frac14+\frac1{8n}+O(n^{-2})$, the constant terms $-\frac14+\frac14$ cancel and the $1/n$ terms are $\frac1{16}-\frac18+\frac18=\frac1{16}$. The factor $\frac23$ then gives
\begin{equation}
f_n=\frac n3+\frac1{24n}+O(n^{-2}).
\end{equation}
At $n=3$ the two terms give $1.01389$ against the exact $1.01752$; at $n=10$, $3.33750$ against $3.33784$; at $n=100$ both read $33.33375$. At leading order $\omega\to n^{-3}$ and the angular factor tends to $\frac12$, so $f_n\to n/3$ is the statement $D\to n^2$, the radius of the Bohr orbit.

The downward partner follows from (\ref{recip}): $f_n^{\downarrow}=-\frac{2n-3}{2n-1}f_{n-1}$. Since $\frac{2n-3}{2n-1}=1-\frac1n+O(n^{-2})$ and $f_{n-1}=\frac{n-1}3+O(n^{-1})$, we get $f_n^\downarrow=-\frac n3+\frac23+O(n^{-1})$. The pair sums to $\frac23$ in the limit while each member grows; at $n=100$ it is $33.33375-32.66876=0.66499$. The remaining third lies in the other $l+1$ transitions, because $S_+=\frac{n(2n+1)}{3(2n-1)}=\frac n3+\frac13+\frac{1}{3(2n-1)}$ exceeds $f_n$ by $\frac13$ in the limit.

\noindent\textit{Q.} A circular state has $|m|=l=n-1$, but you averaged over $m$.

\noindent\textit{A.} For light of all polarizations equally, the average changes nothing. Let $\Pi_{l'}$ project on angular momentum $l'$. The operator $\sum_i\hat r_i\Pi_{l'}\hat r_i$, summed over the three components of the unit vector, commutes with rotations, so within the multiplet $l$ it is a multiple of the identity. Its trace is $3\times l_>/3$, since the three axes are equivalent in a trace, and each $m$ receives $l_>/(2l+1)$. One third of this per direction reproduces (\ref{frad}). For a fixed $m$ and a fixed polarization the strength in general differs (it coincides with the average in special cases, such as $l=0$, or $z$ polarization with $l=3$, $|m|=2$) and must be taken from the single matrix element.

\section*{What $f$ measures}

\noindent\textit{Q.} If $f$ is not a probability, what is it, and where is the probability?

\noindent\textit{A.} Apply a uniform field $F(t)$ along $z$ for a time short against $1/|\omega|$ for every transition that matters. The electron has charge $-1$, so the perturbation is $+Fz$ and the state becomes $e^{i\kappa z}\psi$ with $\kappa=-\int F\,dt$. Because $e^{-i\kappa z}p_ze^{i\kappa z}=p_z+\kappa$ and the potential commutes with $z$,
\begin{equation}
e^{-i\kappa z}He^{i\kappa z}=H+\kappa p_z+\tfrac12\kappa^2 .
\end{equation}
A state of definite parity has $\langle p_z\rangle=0$, so the mean energy rises by exactly $\kappa^2/2$, the amount a free electron at rest would take. The probability of finding the level $n'l'$ is $P=|\langle n'l'm|e^{i\kappa z}|nlm\rangle|^2$, averaged over $m$. For $l'=l\pm1$ parity keeps only odd powers of $z$, so the amplitude is $i\kappa\langle z\rangle-\frac{i}{6}\kappa^3\langle z^3\rangle+\dots$ and $P=\kappa^2\overline{|z|^2}\,[1+O(\kappa^2)]$, where the bar is the average over $m$. Levels of the same parity as the initial one, other than the initial state, have $P=O(\kappa^4)$, and levels of opposite parity with $|l'-l|\ge3$ need at least $z^3$, since each factor $\cos\theta$ changes $l$ by one, so they have $P=O(\kappa^6)$. By definition $f=2\omega\overline{|z|^2}$, so
\begin{equation}
f=\lim_{\kappa\to0}\frac{P\,\omega}{\kappa^2/2}.
\end{equation}
The strength $f$ is the mean energy carried by that transition, in units of the free-electron gain. The exact relation $\sum P\omega=\kappa^2/2$ becomes $\sum f=1$ at order $\kappa^2$. A downward jump has positive probability and returns energy to the field, so it counts negative; under light this is stimulated emission.

For $3d$ and $\kappa=0.01$ bohr$^{-1}$ the gain is $5.0000\times10^{-5}$ hartree. For $4f$, $\overline{|z|^2}=0.6\times104.6591/3=20.9318$ bohr$^2$, so the leading estimate is $2.0932\times10^{-3}$, while the exact overlap gives $P=2.0821\times10^{-3}$, about $0.5\%$ below the estimate. The energy share is $2.0821\times10^{-3}\times0.0243056/(5.0000\times10^{-5})=1.012$, short of $1.0175$ by the same fraction. For $2p$, $P=3.0009\times10^{-4}$ and the share is $-0.4168$. The program tests that for both levels the deviation of the share relative to $f$ falls about fourfold when $\kappa$ is halved, as an $O(\kappa^2)$ correction must. The transition with $f$ above one thus has a probability of about $0.002$, and that probability depends on the kick whereas $f$ does not. The relation $P\approx\kappa^2f/(2\omega)$ requires $\omega\ne0$ and fails once $\kappa$ times the orbit size is no longer small.

\noindent\textit{Q.} Can I at least use $|f|$, rescaled, as the relative odds of the final states?

\noindent\textit{A.} Not for the kick, because $f$ weights each state by $\omega$. The odds are proportional to $\overline{|z|^2}=\frac13\frac{l_>}{2l+1}D^2$. Closure in each channel gives $\sum_{n'}D^2=\langle ru|ru\rangle=\langle r^2\rangle$, and $\frac{l+1}{2l+1}+\frac{l}{2l+1}=1$, so
\begin{equation}
w=\frac{l_>}{2l+1}\,\frac{D^2}{\langle r^2\rangle}
\end{equation}
is non-negative and sums to one. It is the distribution of final levels for a weak kick, given that a dipole jump occurred. For $l=n-1$, $\langle r^2\rangle=N_n^2(2n+2)!\,(n/2)^{2n+3}=n^2(2n+1)(2n+2)/4$, which is $126$ bohr$^2$ for $3d$. Then $w(4f)=0.6\times104.6591/126=0.4984$ and $w(3p)=0.4\times101.25/126=0.3214$. The level $3p$ is degenerate with $3d$ in this model, so $f=0$ exactly, yet the kick above reaches it with $P=1.3443\times10^{-3}$, more than four times the probability of $2p$. Fine structure would give the components of this transition that change $j$ a small nonzero $\omega$ and hence a small $f$, with the total $w$ almost unchanged. For another perturbation, such as monochromatic light, the probabilities depend on the spectrum and duration of the field and have to be computed for that field.

\section*{Numbers as computed}
\begin{verbatim}
omega(3d->4f) = 0.0243056 hartree = 0.66139 eV; wavelength 1874.6 nm
D(3d,4f) = 10.23030 bohr, D^2 = 104.6591 bohr^2, lmax/(2l+1) = 0.6
m-averaged |z|^2(3d,4f) = 20.9318 bohr^2
(48/49)^8 = 0.847932; f(3d->4f) = 1.017519 (f, w dimensionless)
f(4f->3d) = -0.726799
omega(3d->2p) = -0.0694444 hartree, D^2 = 22.5434 bohr^2, factor 0.4
f(2p->3d) = 0.695785, f(3d->2p) = -0.417471
D^2(3d,3p) = 101.2500 bohr^2, <r^2>(3d) = 126.0 bohr^2
3d ledger: final state, f, w
  4f: +1.017519  0.498377
  5f: +0.156639  0.052446
  6f: +0.053891  0.015397
  nf, n>=7: +0.078192  0.019088
  continuum f: +0.093760  0.014692
  channel f total: +1.400000  0.600000
  2p: -0.417471  0.071566
  3p: +0.000000  0.321429
  4p: +0.010992  0.005384
  np, n>=5: +0.004398  0.001308
  continuum p: +0.002081  0.000313
  channel p total: -0.400000  0.400000
  total f = 1.000000; upward only = 1.417471
1s: bound f = 0.565004, continuum f = 0.434996
circular: n, f up, n/3+1/(24n), f down, up+down, S+, S-
  1: 0.41620 0.37500 +0.00000 0.41620 1.00000 +0.00000
  2: 0.69578 0.68750 -0.13873 0.55705 1.11111 -0.11111
  3: 1.01752 1.01389 -0.41747 0.60005 1.40000 -0.40000
  4: 1.34580 1.34375 -0.72680 0.61900 1.71429 -0.71429
  5: 1.67632 1.67500 -1.04673 0.62959 2.03704 -1.03704
  10: 3.33784 3.33750 -2.68872 0.64911 3.68421 -2.68421
  30: 10.00143 10.00139 -9.34041 0.66102 10.33898 -9.33898
  100: 33.33375 33.33375 -32.66876 0.66499 33.66834 -32.66834
kick kappa = 0.01 1/bohr; kappa^2/2 = 5.0000e-05 hartree; computed gain = 5.0000e-05 hartree
  4f: P = 2.0821e-03, kappa^2|z|^2 = 2.0932e-03, P*omega/(kappa^2/2) = +1.0122
  2p: P = 3.0009e-04, kappa^2|z|^2 = 3.0058e-04, P*omega/(kappa^2/2) = -0.4168
  3p: P = 1.3443e-03, kappa^2|z|^2 = 1.3500e-03, P*omega/(kappa^2/2) = +0.0000
\end{verbatim}
